\section*{Why N2 resonance peaks near 2 eV shift between vibrational channels}

\section{The question}

An electron of about 2 eV can attach briefly to N$_2$ and leave the molecule vibrating:
\[
e+\mathrm{N}_2(0)\longrightarrow \mathrm{N}_2^-\longrightarrow e+\mathrm{N}_2(v).
\]
The cross section for each final $v$ shows a row of peaks. If each peak marked a vibrational level of N$_2^-$, it would stand at the same electron energy in every channel, because the ion does not know in advance which $v$ it will leave behind. Yet the peaks move with $v$. Why?

The ion decays in less time than one vibration. Its nuclear wave runs outward, turns, and comes back weakened, like a boomerang. The amplitude for a given $v$ adds what is emitted on the way out to what is emitted after the turn. The two parts interfere, and their relative phase depends on where and when the wave matches the final state $v$. The ion still has complex energy levels, common to all channels, but they are too broad to fix the peaks on their own: they still pull many maxima toward them, while the interference decides which maxima appear and how far they are displaced.

\section{From the short-lived ion to an amplitude}

Hartree atomic units are used in the derivations. Let $V_0(R)$ and $V_r(R)$ be the potential curves of molecule and ion, $K$ the nuclear kinetic energy, and $\chi_v$, $E_v$ the vibrational states and energies of the molecule. Rotation and nonresonant scattering are left out. The total energy is $E=E_0+k^2/2$, with $k$ the incident wave number.

The ion's electronic state is coupled to free-electron states, normalized per unit energy, by $\zeta$. If $\xi(R)$ is the nuclear wave in the ion, the outgoing part of channel $v$ at electron energy $\epsilon$ is
\[
c_v(\epsilon)=\frac{\langle\chi_v|\zeta|\xi\rangle}{E-E_v-\epsilon+i0}.
\]
Putting this back into the equation for $\xi$ produces integrals with
\[
\frac1{x+i0}=\mathrm{P}\frac1x-i\pi\delta(x).
\]
The principal part shifts the ion's potential and is absorbed in $V_r$. The delta function gives the loss $-i\pi\zeta^2$. The local approximation evaluates $\zeta$ at the electron energy $V_r(R)-V_0(R)$ instead of at each $E-E_v$; the sum over $\chi_v$ then closes to unity. With $\Gamma=2\pi\zeta^2$,
\begin{equation}
(E-H)\xi=\zeta\chi_0,\qquad H=K+V_r-\tfrac{i}{2}\Gamma(R).
\end{equation}
Projecting the emitted wave on $\chi_v$, and taking out the factor $1/2\pi$ from the two couplings, gives
\begin{equation}
T_v=\langle\chi_v|\sqrt\Gamma\,(E-H)^{-1}\sqrt\Gamma|\chi_0\rangle .
\end{equation}
The resonance has two degenerate $\Pi$ components. Averaged over molecular orientation, each contributes $\pi|T_v|^2/k^2$, so $\sigma_v=2\pi|T_v|^2/k^2$. As a check of the factor, fixed nuclei at resonance give $|T|^2=|\Gamma/(i\Gamma/2)|^2=4$, hence $4\pi/k^2$ per component, the maximum for one partial-wave component.

The operator $H$ is complex symmetric. Away from coalescing eigenvalues its eigenfunctions can be normalized by $\int u_n^2\,dR=1$, without complex conjugation. Expanding the inverse in them,
\begin{equation}
T_v=\sum_n\frac{r_{vn}}{E-z_n},\qquad
r_{vn}=\langle\chi_v|\sqrt\Gamma|u_n)\,(u_n|\sqrt\Gamma|\chi_0\rangle ,
\end{equation}
where the round bracket denotes the unconjugated function. The poles $z_n$ contain no $v$; the residues do. A pole is a property of the ion, whereas a maximum of $|T_v|^2$ is a property of the whole sum.

\section{Narrow levels: how the shift begins}

Take a constant width and put $\gamma=\Gamma/2$. Then $z_n=E_n-i\gamma$, and the residues are real. Near level $n$ let $x=E-E_n$, and write $r$ for its residue:
\[
T_v\simeq\frac{r}{x+i\gamma}+b,\qquad b=\sum_{m\ne n}\frac{r_{vm}}{E_n-E_m}.
\]
Since $\mathrm{Re}\,(x+i\gamma)^{-1}=x/(x^2+\gamma^2)$,
\[
|T_v|^2\simeq\frac{r^2+2rbx}{x^2+\gamma^2}+b^2 .
\]
Setting the derivative to zero gives
\[
2rb(x^2+\gamma^2)-2x(r^2+2rbx)=0
\;\Longrightarrow\; rx=b(\gamma^2-x^2).
\]
For small $\gamma$ the $x^2$ on the right is negligible, so
\begin{equation}
x_{vn}\simeq\gamma^2\sum_{m\ne n}\frac{r_{vm}/r_{vn}}{E_n-E_m}.
\label{shift}
\end{equation}
The linear variation of $b$ adds a term even in $x$, which does not move the peak at this order. The result requires $r_{vn}\ne0$ and $|\gamma b/r|\ll1$. As $\Gamma\to0$ the peaks return to the common levels.

The residues can be found when both curves are harmonic with the same frequency $\omega$. Let $a$ lower the molecular vibration and $b_r=a-\sqrt S$ lower the ion vibration; $S$ measures the displacement of the curves. Energy $\varepsilon$ is now measured from the lowest ion level, so the ion Hamiltonian without decay is $\omega b_r^\dagger b_r$. With $z=e^{-i\omega t}$ and $U$ the evolution operator, $U^\dagger b_rU=zb_r$. Since $a|0\rangle=0$, $b_r|0\rangle=-\sqrt S|0\rangle$, and therefore
\[
b_rU|0\rangle=-\sqrt S\,z\,U|0\rangle,\qquad
aU|0\rangle=\sqrt S(1-z)U|0\rangle .
\]
The evolved state is thus a coherent state. Its component on $v$ is $[\sqrt S(1-z)]^v/\sqrt{v!}$ times its component on $v=0$. The latter follows from the Poisson weights of $|0\rangle$ in the ion levels:
\[
\langle0|U|0\rangle=\sum_n e^{-S}\frac{S^n}{n!}z^n=e^{-S(1-z)} .
\]
Hence
\begin{equation}
\langle v|U|0\rangle=\frac{[\sqrt S(1-z)]^v}{\sqrt{v!}}e^{-S(1-z)} .
\label{corr}
\end{equation}
The coefficient of $z^n$ is the residue, apart from the constant $\Gamma$ of the two couplings. Up to a factor independent of $n$, it is the coefficient $q_{vn}$ in
\[
g_v(z)=(1-z)^ve^{Sz}=\sum_nq_{vn}z^n .
\]
For the lowest peak $q_{v0}=1$ and $E_0-E_m$ in (\ref{shift}) becomes $-m\omega$. Using $1/m=\int_0^1z^{m-1}dz$,
\begin{equation}
x_v=-\frac{\gamma^2}{\omega}\int_0^1\frac{g_v(z)-1}{z}\,dz .
\end{equation}
Because $g_{v+1}-g_v=-zg_v$,
\begin{equation}
x_{v+1}-x_v=\frac{\gamma^2}{\omega}\int_0^1(1-z)^ve^{Sz}\,dz>0 .
\end{equation}
In this model, at leading order in the width, the lowest peak moves upward with every added final quantum.

For $S=1.6$ and $\Gamma=0.02\omega$, direct maximization of $|T_v|^2$ gives $x_v/(\gamma^2/\omega)=-2.55,-0.09,0.83,1.36,1.71$ for $v=0$ to 4. From $v=1$ to 2 the rise is $0.92$. The integral gives the same:
\[
\int_0^1(1-z)e^{Sz}dz=\frac{e^S-1-S}{S^2}
=\frac{4.953-2.6}{2.56}=0.92 .
\]

\section{Broad levels: the boomerang}

For broad levels it is clearer to follow the wave in time. With the constant coupling factor $\Gamma$ removed, $F_v=T_v/\Gamma$ is
\begin{equation}
F_v(\varepsilon)=-i\int_0^\infty e^{i\varepsilon t}C_v(t)\,dt,\qquad
C_v=\langle v|U|0\rangle e^{-\gamma t}.
\end{equation}
This follows from $-i\int_0^\infty e^{iwt}dt=1/w$ for $\mathrm{Im}\,w>0$. After a period $\tau=2\pi/\omega$, (\ref{corr}) repeats and only decay changes it: $C_v(t+\tau)=e^{-\gamma\tau}C_v(t)$. Summing the periods as a geometric series,
\begin{equation}
F_v=\frac{A_v(\varepsilon)}{1-e^{i\varepsilon\tau-\gamma\tau}},\qquad
A_v=-i\int_0^\tau e^{i\varepsilon t}C_v\,dt .
\label{comb}
\end{equation}
The denominator favours $\varepsilon=n\omega$ in every channel. It is the trace of fixed levels. The numerator contains one journey out and back, and depends on $v$.

Let $\theta=\omega t$. From $1-z=2\sin(\theta/2)e^{i(\pi-\theta)/2}$, the logarithm of $|\langle v|U|0\rangle|$, up to a constant, is
\[
v\ln[2\sin(\theta/2)]-S(1-\cos\theta).
\]
Its derivative vanishes when $(v/2)\cot(\theta/2)=S\sin\theta$. Writing $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ gives $v=4S\sin^2(\theta/2)$, or
\begin{equation}
\cos\theta_v=1-\frac{v}{2S},\qquad 0<v<4S .
\end{equation}
The wave matches $v$ best at $t_v=\theta_v/\omega$ going out and at $\tau-t_v$ coming back. Including $e^{i\varepsilon t}$, the outgoing phase is
\[
\Phi=\frac{\varepsilon}{\omega}\theta-S\sin\theta+\frac v2(\pi-\theta),
\quad
\Phi'(\theta_v)=\frac{\varepsilon}{\omega}-S .
\]
At the band centre $\varepsilon=S\omega$ the phase is therefore stationary where the magnitude is largest. There the second derivative of the full exponent is
\[
-S(1+\cos\theta_v)+iS\sin\theta_v
=-2S\cos(\theta_v/2)e^{-i\theta_v/2}.
\]
The inverse square root in the Gaussian integral adds $\theta_v/4$ to the phase. Without decay, $C_v(\tau-t)=C_v^*(t)$, so the return has phase $\varepsilon\tau$ minus the outgoing phase. The difference between return and outgoing parts is
\begin{equation}
\Delta_v=2\pi S-2S\theta_v+2S\sin\theta_v-v(\pi-\theta_v)-\frac{\theta_v}{2}.
\label{phase}
\end{equation}
It grows with energy at the rate $\tau-2t_v$, the delay between the passes. The return is weaker by $e^{-\gamma(\tau-2t_v)}$.

Now raise $v$ at fixed energy, treating it as continuous. The terms containing $d\theta_v/dv$ from the first four terms of (\ref{phase}) have the factor $-2S+2S\cos\theta_v+v=0$. Apart from the small change of $-\theta_v/2$, the phase falls by $\pi-\theta_v$ per quantum. To restore constructive interference the energy must rise by
\begin{equation}
\delta\varepsilon\simeq\frac{\pi-\theta_v}{\tau-2t_v}
=\frac{\omega(\pi-\theta_v)}{2(\pi-\theta_v)}=\frac{\omega}{2}.
\end{equation}
This is a statement about the numerator $A_v$, for two well-separated passes near the band centre, not a universal peak shift. At $S=8$ the maxima of $|A_v|^2$ move by $0.48$ to $0.52\,\omega$ per quantum for $v=3$ to 9. The maxima of the full $|F_v|^2$ are pulled toward the integer levels by the denominator: at $\Gamma=0.6\omega$ they step by about $0.15$ or $0.85\,\omega$, and at $\Gamma=\omega$ by about $0.27$ or $0.74\,\omega$.

The next outward pass is smaller than the return by
\[
\frac{e^{-\gamma\tau}}{e^{-\gamma(\tau-2t_v)}}=e^{-\Gamma t_v}.
\]
Strong decay thus suppresses the common comb in (\ref{comb}) more than the channel-dependent interference. If decay is so fast that even the return is lost, both structures vanish and one broad hump remains.

These laws were tested at $S=8$, where the passes separate. For $v=6$, $\theta_v=0.896$ and the delay law gives $2(\pi-0.896)=4.49$ in units of $1/\omega$; direct integration gives 4.44. At $\Gamma=0.3\omega$ the predicted return ratio is $e^{-0.3(3.142-0.896)}=0.51$, and integration gives 0.51. The phase from (\ref{phase}) differs by 0.02 rad. For $v=0$ the passes merge at the start and end of the period, and near $v=4S$ they merge at the outer turn; the formula then fails, although (\ref{comb}) still holds.

\section{Numbers in the regime of N$_2$}

The example uses round parameters with rough N$_2$ values, not a fit. The curves are Morse functions,
\[
V=V_{\min}+D\left[1-e^{-\alpha(R-R_m)}\right]^2,\quad
\alpha=\Omega\sqrt{\mu/2D},
\]
with reduced mass $\mu=7$ u. For the molecule $V_{\min}=0$, $R_m=1.10$ \AA, $\Omega=0.29$ eV and $D=12$ eV; for the ion the values are 1.90 eV, 1.19 \AA, 0.24 eV and 8 eV.

The electron leaves through a $d$-wave barrier. With $p=\sqrt{2(V_r-V_0)}$ and $s=pa_b$, the penetration factor is $s/(1+3/s^2+9/s^4)$, so
\[
\Gamma(R)=\Gamma_d\frac{s^5}{9+3s^2+s^4},\qquad a_b=1.588\text{ \AA}.
\]
It is zero where $V_r<V_0$. At 1.10 \AA\ the gap is 2.389 eV, giving $s=1.257$ and penetration 0.193. The reduced width $\Gamma_d=2.069$ eV then gives $2.069\times0.193=0.40$ eV. At 1.19 \AA\ the width has fallen to 0.14 eV, so a stretched ion survives longer.

The first two ion levels lie 1.880 and 2.116 eV above N$_2(0)$. Their spacing, 0.236 eV, corresponds to a period of 17.5 fs. The lowest width is 0.145 eV and its lifetime 4.5 fs. The amplitude left after one period is
\[
\exp\left(-\frac{17.51}{2\times4.54}\right)\simeq0.15 .
\]
One return can interfere visibly; a second is much weaker. The first maxima are:

\begin{center}
\begin{tabular}{lcccc}
Final $v$ & 1 & 2 & 3 & 4\\
First peak (eV) & 1.880 & 1.903 & 2.102 & 2.131\\
Second peak (eV) & 2.157 & 2.337 & 2.417 & 2.585
\end{tabular}
\end{center}

The poles do not move with them. Integrating $T_v$ and $ET_v$ around a small circle enclosing the lowest pole gives its position as the ratio of the two integrals. For $v=0$ to 4 this ratio agrees with the same complex energy to about $10^{-14}$ eV, the level of rounding.

Reducing $\Gamma(R)$ to 2 percent, with the curves held fixed, puts all four first peaks at 1.875 eV. At half width they lie at 1.876, 1.882, 1.887 and 1.892 eV, rising with $v$ as in the solvable model. At full width the first maximum for $v=3$ and 4 is near the second ion level. This large step is not the motion of one peak. When the width is raised in steps, the lowest peak for $v=3$ climbs only to 1.913 eV at 80 percent of the full width and is gone at 90 percent, while its neighbour stays near 2.10 eV. For $v=4$ the lowest peak is already gone at 70 percent. The residues suggest why: in the harmonic model $q_{v1}/q_{v0}=S-v$ changes sign as $v$ grows, and opposite residues add, instead of cancelling, between two levels. This fills the dip that kept the two peaks apart, and the weaker peak is absorbed by the stronger. In the Morse model at small width the ratio $r_{v1}/r_{v0}$ is $0.93,-0.38,-2.05,-4.36$ for $v=1$ to 4. For $v=3$ and 4 the lowest peak is the weaker one and is lost; for $v=2$ the peak near the second level is the weaker one, and it is gone at 60 percent of the full width.

To isolate the return, stop the time integral at $t_c$:
\[
-i\int_0^{t_c}e^{i(E-z_n)t}dt
=\frac{1-e^{i(E-z_n)t_c}}{E-z_n}.
\]
With $t_c=\tau/2$, near the first outer turn, each channel from $v=1$ to 4 has one maximum, counting those that stand out by at least 3 percent of the largest value. With $t_c=3\tau/2$, which includes the inward journey and the next outward one, the rows of peaks appear. For $v=1$ the first two are at 1.884 and 2.175 eV, against 1.880 and 2.157 eV in the full result. The norm of the amplitude error over 1.6--3.4 eV, relative to the full amplitude, falls from 38 to 5 percent for $v=1$ and from 60 to 7 percent for $v=4$. Stopping at $t_c=\tau$, before the next outward journey, already gives a row of peaks in each of these channels. The returning wave makes the structure in this model.

\section{What this means for N$_2$ and a plasma}

Real N$_2$ also has structure near 2 eV, with spacings of a few tenths of an eV and positions that depend on the final channel. The model explains that behaviour, but its rough curves should not be used to assign measured peaks to within tens of meV. Replacing the local width by one evaluated at each emitted electron's energy moves the listed peaks by up to 32 meV; the first peak still rises from 1.871 eV for $v=1$ to 2.095 eV for $v=3$. The accompanying nonlocal level shift and background scattering remain unsized.

At 300 K, rotation with $J=7$ changes the resonance energy by about $-2$ meV, a $J\to J+2$ transition costs 8 meV, and thermal motion spreads a 2.3 eV collision energy with a standard deviation of 1.5 meV. These effects are small beside the 222 meV difference between the first maxima of $v=1$ and 3.

For a Maxwellian plasma at an electron temperature of 1 eV, the model's $v=1$ rate coefficient, integrated from 1 to 5 eV, is $6.0\times10^{-9}$ cm$^3$/s. Smoothing the cross section with a Gaussian of standard deviation 0.12 eV changes it by 0.1 percent. The change is so small partly because the rate weights the cross section by $\epsilon e^{-\epsilon/T_e}$, with $T_e$ in energy units, whose curvature vanishes at $\epsilon=2T_e=2$ eV, close to the resonance. At lower temperature the weight is more curved, and the same smoothing raises the rate by 1.5 percent at $T_e=0.5$ eV and 5.7 percent at 0.3 eV. The row of peaks matters for an energy-resolved beam but hardly for the average at 1 eV. The position of the whole band still matters: the logarithmic slope of the weight, $1/\epsilon-1/T_e$, is about $-0.6$ per eV at 2.3 eV, so moving all peaks up by 0.1 eV at unchanged heights lowers the rate by about 5.5 percent; raising the ion curve by 0.1 eV, which also changes the width, lowers it by about 5 percent. A sharply structured electron distribution would need its own calculation.

A discharge can also break the assumption that all molecules start in $v=0$. At 300 K the population ratio $N_1/N_0$ is $1.5\times10^{-5}$. At an illustrative vibrational temperature of 3000 K it becomes $(1.5\times10^{-5})^{1/10}\simeq0.33$. For a harmonic Boltzmann ladder the fraction in $v=0$ is then $1-0.33=0.67$, and the contribution of $0\to1$ collisions per N$_2$ molecule falls to about $4.0\times10^{-9}$ cm$^3$/s. Excitation from the other initial levels must be added separately. The numerical output gives the remaining peaks and cross sections.

\section*{Numbers as computed}
\begin{verbatim}
Solvable model: S = 1.6, test Gamma/omega = 0.02
Lowest-peak shift / (Gamma^2/4 omega), v=0..4: -2.553 -0.087 0.832 1.356 1.714
Separated-pass test: S = 8.0, Gamma/omega = 0.3 for damping
v=4: theta 0.723 rad, delay*omega 4.767 (law 4.838),
  return/out 0.489 (law 0.484), phase error -0.028 rad
v=6: theta 0.896 rad, delay*omega 4.443 (law 4.492),
  return/out 0.514 (law 0.510), phase error -0.023 rad
v=8: theta 1.047 rad, delay*omega 4.153 (law 4.189),
  return/out 0.536 (law 0.533), phase error -0.021 rad
N2-like inputs: reduced mass 7 u; R0 1.10, Rr 1.19 angstrom
Quanta neutral, ion: 0.29, 0.24 eV; ion minimum 1.90 eV
Morse depths neutral, ion: 12.0, 8.0 eV
Barrier radius 1.588 angstrom; reduced width 2.069 eV
Vertical gap at R0 2.389 eV; width at R0, Rr 0.400, 0.143 eV
Ion levels above N2(v=0), n=0..4 (eV): 1.880 2.116 2.349 2.578 2.803
Ion level widths, n=0..4 (eV): 0.145 0.149 0.153 0.157 0.161
Ion lifetimes, n=0..4 (fs): 4.54 4.42 4.30 4.19 4.09
Vibrational period 17.51 fs; amplitude left after it, n=0,1: 0.146 0.138
Largest channel difference in lowest pole: 9.9e-15 eV
v=1 peaks (eV): 1.880 2.157 2.524 2.784 3.026 3.260
  sizes (1e-16 cm2): 5.307 6.029 4.736 3.995 2.475 1.332
v=2 peaks (eV): 1.903 2.337 2.608 2.933 3.211
  sizes (1e-16 cm2): 3.252 4.532 2.742 1.205 0.798
v=3 peaks (eV): 2.102 2.417 2.793 3.057 3.351
  sizes (1e-16 cm2): 2.920 1.851 1.614 0.715 0.269
v=4 peaks (eV): 2.131 2.585 2.959 3.239
  sizes (1e-16 cm2): 2.114 1.649 0.598 0.375
Width scale 0.02: first peaks v=1..4 (eV): 1.8750 1.8750 1.8750 1.8750
Width scale 0.25: first peaks v=1..4 (eV): 1.8753 1.8768 1.8778 1.8787
Width scale 0.50: first peaks v=1..4 (eV): 1.8762 1.8821 1.8869 1.8919
Width scale 1.00: first peaks v=1..4 (eV): 1.8796 1.9030 2.1018 2.1305
Narrow-width peaks: largest distance from levels 0.1446 meV
v=1 outward only, peaks (eV): 2.209
  with one return (eV): 1.884 2.175 2.510 2.777 3.025 3.262
v=2 outward only, peaks (eV): 2.152
  with one return (eV): 1.926 2.329 2.620 2.930 3.201
v=3 outward only, peaks (eV): 2.221
  with one return (eV): 2.096 2.452 2.788 3.065 3.354
v=4 outward only, peaks (eV): 2.323
  with one return (eV): 2.150 2.586 2.941 3.236
Amplitude error, outward only, v=1..4: 0.375 0.477 0.550 0.604
Amplitude error, one return, v=1..4: 0.047 0.060 0.068 0.073
Nonlocal width, v=1 peaks (eV): 1.871 2.151 2.521 2.777 3.017
Nonlocal width, v=2 peaks (eV): 1.897 2.330 2.603 2.938
Nonlocal width, v=3 peaks (eV): 2.095 2.449 2.786 3.052
Nonlocal width, v=4 peaks (eV): 2.123 2.578 2.961
Gas 300 K: J=7, rotational level shift -2.01 meV
  J to J+2 energy 8.39 meV; thermal-motion spread at 2.3 eV 1.53 meV
  N2(v=1)/N2(v=0) population 1.54e-05
v=1 rate, Te 1.0 eV, 1-5 eV: 6.032e-09 cm3/s
  change after 0.12 eV smoothing: 0.09 percent
\end{verbatim}
